# Mesh spacing for the tenth subband of a 5 nm well

## Problem

An electron of constant effective mass $m$ is confined between infinitely high walls at $z=0$ and $z=L$, with $L=5$ nm and zero potential between them. The Schrödinger equation is solved on a uniform mesh with the three-point stencil for the second derivative. Both walls lie on mesh nodes.

(a) Estimate by scaling how small the spacing $h$ must be if the tenth energy level is to be within one percent of its continuum value.

(b) Find the eigenvalues of the stencil in closed form, and from them the largest admissible spacing.

(c) Compare the two answers, and judge what one percent accuracy means for a thin semiconductor film.

Where energies in eV are needed, take $m=1.6\,m_0$, with $m_0$ the free-electron mass. This is a rough value for the long axis of a conduction valley in germanium. Energies are measured from the bottom of the well, and "error" means the shortfall relative to the continuum level of the same 5 nm well, unless stated otherwise.

## First estimate by scaling

Between the walls the equation is

$$-\frac{\hbar^2}{2m}\psi''=E\psi .$$

A solution that vanishes at $z=0$ is $\psi=\sin kz$, with $E=\hbar^2k^2/(2m)$. It vanishes at $z=L$ if $kL=n\pi$, so

$$k_n=\frac{n\pi}{L},\qquad E_n=\frac{\hbar^2\pi^2n^2}{2mL^2},\qquad n=1,2,\dots$$

The tenth level has $k_{10}=10\pi/(5\ \text{nm})=6.283\ \text{nm}^{-1}$ and a wavelength $2L/n=1$ nm.

The stencil replaces $\psi''(z)$ by

$$D\psi(z)=\frac{\psi(z+h)-2\psi(z)+\psi(z-h)}{h^2}.$$

Its relative error is a pure number, and the only length with which $h$ can be compared locally is $1/k$. The stencil is unchanged by $h\to-h$, so only even powers of $h$ appear. The error is therefore expected to start as $(kh)^2$ times a number, unless that number happens to vanish.

A Taylor expansion supplies that number. In $\psi(z+h)+\psi(z-h)$ the odd powers cancel and the even ones double:

$$\psi(z+h)+\psi(z-h)=2\psi+h^2\psi''+\frac{h^4}{12}\psi''''+\dots$$

Subtracting $2\psi$ and dividing by $h^2$ gives $D\psi=\psi''+h^2\psi''''/12+\dots$. For a sine, $\psi''=-k^2\psi$ and $\psi''''=k^4\psi$, so that

$$D\psi\approx-k^2\left(1-\frac{k^2h^2}{12}\right)\psi .$$

The mesh energy is thus too low by the fraction

$$\delta\approx\frac{(kh)^2}{12}.$$

Setting $\delta=0.01$ gives $kh\approx\sqrt{0.12}=0.3464$, and

$$h\approx\frac{0.3464}{6.283\ \text{nm}^{-1}}=0.0551\ \text{nm}.$$

This corresponds to $L/h=90.69$ intervals, hence 91 after rounding up. The rounding is close enough to matter: the estimate alone does not show whether the neglected terms could make 90 sufficient or 92 necessary.

## Exact solution

### Eigenvalues of the stencil

Divide the well into $N$ intervals, $h=L/N$, with nodes $z_j=jh$ and values $\psi_j$. The walls impose $\psi_0=\psi_N=0$, which leaves $N-1$ unknowns. With $t=\hbar^2/(2mh^2)$, the equation at each interior node is

$$-t\left(\psi_{j+1}-2\psi_j+\psi_{j-1}\right)=E\psi_j,\qquad j=1,\dots,N-1.$$

Try $\psi_j=\sin j\theta$. The addition theorem gives

$$\sin\big((j+1)\theta\big)+\sin\big((j-1)\theta\big)=2\cos\theta\,\sin j\theta ,$$

because the terms $\pm\cos j\theta\sin\theta$ cancel. The left side of the difference equation becomes $-t(2\cos\theta-2)\sin j\theta$. The factor $\sin j\theta$ is common to both sides, so

$$E=2t(1-\cos\theta)=4t\sin^2\frac{\theta}{2}.$$

The condition $\psi_0=0$ holds already. The condition $\psi_N=0$ requires $N\theta=n\pi$. The eigenvalues are therefore

$$E_n(h)=4t\sin^2\frac{n\pi}{2N}=\frac{2\hbar^2}{mh^2}\sin^2\frac{n\pi h}{2L},\qquad n=1,\dots,N-1.$$

The list is complete. As $n$ runs from 1 to $N-1$, $\theta$ stays between 0 and $\pi$, where $\cos\theta$ falls steadily. The $N-1$ values are thus distinct, and a matrix of size $N-1$ has no more.

The mesh functions are the continuum sines sampled at the nodes. The error lies wholly in the energy assigned to them.

### Relative error

Define

$$x=\frac{k_nh}{2}=\frac{n\pi}{2N}.$$

Dividing the mesh level by the continuum level, $\hbar^2/(2m)$ cancels:

$$\frac{E_n(h)}{E_n}=\frac{4\sin^2x}{h^2k_n^2}=\left(\frac{\sin x}{x}\right)^2,\qquad \delta=1-\left(\frac{\sin x}{x}\right)^2 .$$

The last step uses $k_nh=2x$. Neither the mass nor the energy scale survives, so the answer to (b) depends on $L$, $n$ and the tolerance alone.

Since $\sin x<x$ for $x>0$, each mesh level lies below its continuum partner. The reason can be seen by writing the stencil as an average. Taylor's formula with its integral remainder reads

$$\psi(z+h)=\psi(z)+h\psi'(z)+\int_0^h(h-s)\,\psi''(z+s)\,ds .$$

Adding the same formula for $\psi(z-h)$ removes the first derivative and leaves

$$D\psi(z)=\frac1h\int_{-h}^{h}\left(1-\frac{|s|}{h}\right)\psi''(z+s)\,ds .$$

The weight, including the factor $1/h$, integrates to one. The stencil therefore returns the curvature averaged over a triangular window of half-width $h$. Averaging a sine weakens it, so the kinetic energy comes out too small.

### Does refinement always help?

For $0<x<\pi/2$,

$$\frac{d}{dx}\frac{\sin x}{x}=\frac{x\cos x-\sin x}{x^2}=\frac{\cos x}{x^2}\,(x-\tan x)<0 .$$

The sign follows because $\tan x-x$ vanishes at $x=0$ and has the positive derivative $\tan^2x$. Hence $\delta$ grows steadily with $x$, with two consequences. At fixed $n$, a larger $N$ always lowers the error, so there is a single threshold. At fixed $N$, every level below the tenth has a smaller relative error than the tenth.

### The threshold

The limiting value $x_*$ satisfies

$$\frac{\sin x_*}{x_*}=\sqrt{0.99}.$$

To solve this by hand, use $\sin^2x=(1-\cos2x)/2$ and expand the cosine:

$$\sin^2x=x^2-\frac{x^4}{3}+\frac{2x^6}{45}-\dots,\qquad \delta=\frac{x^2}{3}-\frac{2x^4}{45}+\dots$$

With $y=x^2$, multiplying by 3 and rearranging gives $y=3\delta+\tfrac{2}{15}y^2+\dots$. Inserting the first approximation $y\approx3\delta$ on the right gives

$$x_*^2\approx3\delta+\frac{6}{5}\delta^2=0.03+0.00012=0.03012,$$

so $x_*\approx0.17355$. Numerical solution of the full equation gives 0.173553. The condition $x\le x_*$ then reads

$$N\ge\frac{n\pi}{2x_*}=\frac{10\pi}{2\times0.173553}=90.51,\qquad h\le\frac{L}{90.51}=0.0552\ \text{nm}.$$

The spacing must divide the well into a whole number of intervals, so $N=91$, with 90 interior nodes:

$$h=\frac{5\ \text{nm}}{91}=0.0549\ \text{nm}=0.549\ \text{Å}.$$

The two neighbouring meshes bracket the tolerance:

- For $N=90$, $x=0.17453$ and the error is 1.011%.
- For $N=91$, $x=0.17261$ and the error is 0.989%.

In eV, with $\hbar^2/(2m_0)=0.0381$ eV nm², the continuum level is

$$E_{10}=\frac{0.0381}{1.6}\times(6.283)^2=0.940\ \text{eV}.$$

On the chosen mesh $t=7.888$ eV, and $4t\sin^2(0.17261)=0.931$ eV. The difference is 9.3 meV.

## Comparison of the two answers

The estimate $\delta\approx(kh)^2/12$ equals $x^2/3$, the first term of the exact series. It asks for 90.69 intervals where the exact condition asks for 90.51, a difference of 0.2%. Both round up to 91.

The estimate errs on the safe side throughout the mesh spectrum. For $0<x<\pi/2$ one has $\sin x>x-x^3/6>0$, and therefore

$$\left(\frac{\sin x}{x}\right)^2>\left(1-\frac{x^2}{6}\right)^2>1-\frac{x^2}{3}.$$

The true error is thus smaller than $x^2/3$. A mesh chosen by the simple rule

$$N\ge\frac{n\pi}{2\sqrt{3\delta}}$$

meets the tolerance for this well, provided $N>n$ so that the level exists on the mesh. For a small tolerance the series above gives $x_*\approx\sqrt{3\delta}\,(1+\delta/5)$, so before rounding the rule exceeds the exact count only by the fraction $\delta/5$.

The estimate loses its value near the top of the mesh spectrum. As $n$ approaches $N$, $x$ approaches $\pi/2$, and the exact error tends to $1-4/\pi^2$, about 59%. The leading term would give $\pi^2/12$, about 82%. Such levels have barely two nodes per wavelength and say little about the continuum.

The criterion can also be put in terms of the wavelength $\lambda=2\pi/k$. Since $kh=2x$, the number of intervals per wavelength is $\lambda/h=\pi/x$. One percent accuracy needs at least $\pi/x_*=18.1$ intervals per wavelength, whichever level is meant. The tenth level holds five wavelengths, and $5\times18.1=90.5$ recovers the threshold.

On the 91-interval mesh the other levels follow the expected growth with $n^2$:

- Level 1 has an error of 0.0099%.
- Level 5 has an error of 0.248%, close to a quarter of that of level 10.
- Level 11 has an error of 1.196% and already misses the tolerance.

The absolute error grows faster, as $n^4$ to leading order, because $E_n$ itself contributes another factor $n^2$.

The interval count was tested without using the closed form. The stencil matrix was diagonalized for every $N$ from $n+1$ to 200, and the first mesh within tolerance was recorded. For level 10 at 1% this gave 91 intervals, for level 3 at 2% it gave 20, and for level 7 at 0.5% it gave 90. Each agrees with the exact condition, and in each case the error fell at every refinement.

### A wall displaced by one interval

The result depends on where the walls are. Suppose $h=L/91$ is kept but 91 interior nodes are used instead of 90. The zeros of the wave function are then 92 intervals apart, and the matrix describes a well of width $92h$. Two factors now lower the tenth level. The wider well contributes $(91/92)^2=0.9784$. The stencil contributes $(\sin x'/x')^2=0.9903$, with $x'=10\pi/184$. Their product is 0.9689, an error of 3.1% relative to the intended 5 nm well.

The misplaced wall costs about $2h/L$, which is first order in $h$, whereas the stencil error is second order. Refinement therefore cures it much more slowly.

## What one percent means for a film

The mesh criterion says how well the difference equation reproduces the stated differential equation. How well that equation describes a film is a separate question, and the height of the walls is a first test of it.

Let the barrier have height $V_0$ and mass $m_b$, and let $k$ and $\kappa$ be the wavenumber inside and the decay constant outside:

$$k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_b(V_0-E)}}{\hbar}.$$

Measured from mid-well, level $n$ has $\psi\propto\cos\big(ks-(n-1)\pi/2\big)$, which is even or odd as required. At $s=L/2$ its phase is $\varphi=kL/2-(n-1)\pi/2$. Continuity of $\psi$ and of $\psi'/m$ gives

$$\frac{k}{m}\tan\varphi=\frac{\kappa}{m_b},\qquad\text{so}\qquad \varphi=\frac{\pi}{2}-\arctan\frac{k\,m_b}{\kappa\,m}.$$

Substituting the definition of $\varphi$ and multiplying by 2,

$$kL=n\pi-2\arctan\frac{k\,m_b}{\kappa\,m}.$$

As $V_0\to\infty$ the arctangent vanishes and the infinite well returns. For rough insulator values $V_0=3$ eV and $m_b=0.5\,m_0$, the tenth level is 0.899 eV, which is 4.4% below the infinite-well value. This change is more than four times the tolerance imposed on the mesh.

A gate field acts differently on high and low levels. With infinite walls and a uniform field of 0.5 MV/cm, the potential energy changes by 0.25 eV across the film. Measured from the mid-well potential, level 10 rises by only 1.4 meV, while level 1 falls by 43 meV. The drop is about a quarter of the kinetic energy of level 10, but far larger than the 9.4 meV of level 1. Such a field exceeds the breakdown field of bulk germanium, roughly 0.1 MV/cm, but that bulk figure does not limit a 5 nm film, across which the whole drop is less than the band gap. Fields of this size are ordinary in a gated film: by Gauss's law, with a dielectric constant near 16, a sheet of $10^{13}$ cm⁻² electrons needs about 1.1 MV/cm from a single gate.

For a real germanium film with (111) surfaces, the masses used here (1.6 and 0.08 $m_0$ along and across the valley axis) are rough typical values, and 5 nm is a thickness relevant to strongly scaled transistors. The 0.94 eV level, however, should not be read as a prediction. Its wavevector covers 65% of the distance from the valley minimum at L to the zone centre Γ. Continued to Γ, the parabola would reach 2.2 eV above the minimum, whereas the real conduction band there lies roughly 0.14 eV above it. The parabola is thus too high by about 2 eV at Γ, so the constant-mass assumption must fail somewhere on the way there. This argument does not locate the failure: the light Γ valley is narrow, and the band may follow the parabola over much of the path before it turns down. Whether the parabola still holds at its wavevector can be decided only from the real band shape, not by refining the mesh. The chosen spacing is also about one sixth of the double-layer spacing of the crystal, roughly 0.33 nm, so it resolves the envelope equation and adds no atomic detail. The other three valleys are tilted and have a confinement mass of only 0.089 $m_0$. Their infinite-well energies are much higher, starting at 0.168 eV, but at zero in-plane wavevector their relative mesh error is the same because the mass cancels.

Within the constant-mass model, the tenth subband also carries almost no charge. Take $10^{13}$ cm⁻² electrons at 300 K, place them all in the lowest valley, and use the flat infinite-well levels. The Fermi level is then 0.138 eV above the well bottom, and the tenth subband holds a fraction of about $3\times10^{-15}$ of the electrons. Admitting the tilted valleys at the same density would lower the Fermi level and reduce this fraction further. The flat well is itself an idealization: at this density the charge bends the potential by roughly 0.1 to 0.2 eV, depending on the gating, so the 0.138 eV belongs to the flat model only, although the fraction remains of order $10^{-15}$. If only the charge is wanted in this model and under these conditions, the tenth level is a needlessly strict target. The spacing of 0.055 nm is the answer when the tenth eigenvalue itself is required. The values used here are collected in the numerical output.

## Calculated quantities

```
well width: 5.0 nm; level: 10; tolerance: 1.0 %
hbar^2/(2 m0): 0.038100 eV nm^2
rough longitudinal mass: 1.6 m0; transverse: 0.08 m0
continuum level 1: 0.009401 eV
continuum level 10: 0.940075 eV
level 10 extrapolated from 400 and 800 intervals: 0.940075 eV
critical x: 0.173553 rad; from series: 0.173551 rad
real-valued interval count: 90.508
leading-rule interval count: 90.690
largest spacing before rounding: 0.05524 nm
smallest whole number of intervals: 91
interior nodes: 90
chosen spacing: 0.05495 nm = 0.5495 angstrom
minimum intervals per wavelength: 18.10
wavelength of level 10: 1.000 nm
90 intervals: x = 0.174533 rad, h = 0.05556 nm
90 intervals: level 10 = 0.930569 eV, error 1.0113 % low
91 intervals: x = 0.172615 rad, h = 0.05495 nm
91 intervals: level 10 = 0.930776 eV, error 0.9893 % low
stencil energy t on chosen mesh: 7.88762 eV
chosen mesh, level 1: error 0.0099 % low
chosen mesh, level 5: error 0.2481 % low
chosen mesh, level 11: error 1.1960 % low
absolute mesh error of level 10: 9.300 meV
one extra interior node, same h: error 3.109 % low
check case level 3, 2.0 %: 20 intervals
check case level 7, 0.5 %: 90 intervals
rough barrier: 3.0 eV; barrier mass: 0.5 m0
level 10 with finite barrier: 0.89859 eV
finite-barrier change: -4.412 %
gate field: 0.5 MV/cm; drop over well: 0.250 eV
field shift from mid-well, level 1: -43.11 meV
field shift from mid-well, level 10: 1.366 meV
oblique-valley confinement mass: 0.08944 m0
oblique-valley level 1: 0.16817 eV
temperature: 300 K; thermal energy: 25.852 meV
sheet density: 1.0e+13 cm^-2; Fermi level: 0.1380 eV
share of electrons in subband 10: 2.90e-15
rough lattice constant: 0.566 nm
(111) double-layer spacing: 0.3268 nm
wavevector of level 10: 6.2832 nm^-1
L to Gamma distance: 9.6138 nm^-1; ratio: 0.654
parabola continued to Gamma: 2.201 eV above L
rough real Gamma minimum: 0.14 eV above L
```
